Bounding the Permittivity of a Solid with Periodic Cubic Pores

**Problem**

An insulating film is modelled as a simple cubic array of identical cells of edge a. At the centre of each cell is an empty cubic pore of edge a/2, with its faces parallel to those of the cell. The pore has relative permittivity 1. The solid around it is continuous, isotropic and linear, with relative permittivity 4. A static mean field E₀ is applied along z, one of the cube axes.

(a) Define the effective permittivity k of the array, and show that any trial potential gives an upper bound on k and any trial flux a lower bound.

(b) Insert thin, ideally insulating walls, which no electric flux D can cross, along the side faces of the pores, extended through the whole cell parallel to z. Find the permittivity of the altered array and show on which side of k it lies.

(c) Start again from the original array. Insert thin conducting sheets in the planes of the top and bottom faces of the pores. Answer the same questions.

(d) Generalize both results to a pore of edge sa and permittivity p in a solid of permittivity m. Examine small pores, and pores filled with water.

(e) A film 100 nm thick has 4 nm cells and carries 10 V. Bound its capacitance per area and the mean field in its pores. Judge which neglected effects matter.

**Solution**

**(a) Two minimum principles**

Let ε(r) be the local relative permittivity, and measure D in units of the vacuum permittivity ε₀, so that D = εE. Angle brackets denote an average over the cell. The field is

E = E₀ẑ − ∇ψ,

where ψ is periodic. There is no free charge, so ∇·D = 0. The effective permittivity is defined by

⟨D_z⟩ = kE₀.

The array is unchanged by a quarter turn about any cube axis, so ⟨D⟩ is parallel to the applied field and k is the same for every field direction.

One identity is needed. If a periodic vector field D has no divergence and χ is periodic and continuous, then

⟨D·∇χ⟩ = ⟨∇·(χD)⟩ − ⟨χ∇·D⟩ = 0.

The second term vanishes because ∇·D = 0. The first becomes a surface integral. Its contributions from opposite cell faces cancel by periodicity, and those from the two sides of a pore face cancel because χ and the normal part of D are continuous there.

Applied to the true field, the identity gives

⟨εE²⟩ = ⟨D·E⟩ = E₀⟨D_z⟩ − ⟨D·∇ψ⟩ = kE₀².

*Trial potential.* Let E′ = E − ∇χ, with χ periodic and continuous. This is the field of an arbitrary continuous potential with the same mean field E₀. Then

⟨εE′²⟩ = ⟨εE²⟩ − 2⟨D·∇χ⟩ + ⟨ε(∇χ)²⟩ = kE₀² + ⟨ε(∇χ)²⟩.

The last term cannot be negative, so

k ≤ ⟨εE′²⟩/E₀².  (1)

*Trial flux.* Let D′ be periodic and free of divergence, with mean D₀ẑ. Compare it with the true flux D of the same mean, which belongs to an applied field D₀/k. Write D′ = D + d, so that ⟨d⟩ = 0 and ∇·d = 0. Then

⟨D′²/ε⟩ = ⟨D²/ε⟩ + 2⟨d·E⟩ + ⟨d²/ε⟩.

The middle term is zero: the uniform part of E multiplies ⟨d⟩ = 0, and the gradient part vanishes by the identity. The first term is ⟨D·E⟩ = k(D₀/k)² = D₀²/k. The last term cannot be negative. Therefore

1/k ≤ ⟨D′²/ε⟩/D₀².  (2)

A trial potential need not conserve flux, and a trial flux need not come from a potential. That freedom makes both bounds easy to evaluate.

**(b) Insulating walls**

These walls are a device of thought: they block D itself, as a material of zero permittivity would. A real insulator blocks current but lets D through, and a vanishingly thin sheet of it would leave k unchanged.

Since no flux crosses the ideal walls, the cell splits into two parallel conduits for D. The first is a square tube that contains the pore and covers (1/2)² = 1/4 of the cross-section. The second is the remaining 3/4, which is solid throughout.

In the tube, D points along z and has one value D_t, because it can neither leave nor end. The field is D_t/1 over half the height and D_t/4 over the other half. The voltage over one cell must be E₀a:

D_t(a/2)/1 + D_t(a/2)/4 = E₀a.

Hence D_t = E₀/(0.5 + 0.125) = 1.6E₀. Outside the tube D = 4E₀. The mean flux gives the permittivity of the altered array:

k_L = (1/4)(1.6) + (3/4)(4) = 0.4 + 3 = 3.4.

Now use this flux as a trial flux in the original array, without walls. It is parallel to the former walls, so its normal part is zero on both sides of them and it has no divergence there. Its mean is 3.4E₀. In the tube, the average of 1/ε is 0.5 + 0.125 = 0.625, so

⟨D′²/ε⟩ = (1/4)(1.6)²(0.625)E₀² + (3/4)(4²/4)E₀² = (0.4 + 3)E₀² = 3.4E₀².

Inequality (2) becomes 1/k ≤ 3.4/3.4², that is,

k ≥ 3.4.

The walls lower the permittivity because they forbid the flux to spread sideways around the pore. The trial flux is not the true one. The field D′/ε next to the pore is 1.6E₀ inside the tube and E₀ outside it, and a tangential jump of this kind cannot come from a continuous potential. The term ⟨d²/ε⟩ is therefore positive, and k is strictly above 3.4.

**(c) Equipotential planes**

The sheets are uncharged and have negligible thickness. They divide the cell into two layers of equal height, one containing the pore and one of pure solid. Between two equipotential planes, a potential linear in z satisfies every condition: at the vertical pore faces the tangential field is continuous and the normal flux is zero. The field in the pore layer is thus a single value E₁, in air and solid alike. The permittivity of that layer is the area average

k_slab = (1/4)(1) + (3/4)(4) = 3.25.

Let E₂ be the field in the solid layer. A sheet without net charge passes on the mean flux, and the mean field is E₀:

3.25E₁ = 4E₂,  (E₁ + E₂)/2 = E₀.

Insert E₂ = (3.25/4)E₁ in the second equation:

E₁ = 2E₀/(1 + 3.25/4) = (32/29)E₀ ≈ 1.103E₀,
E₂ = (26/29)E₀ ≈ 0.897E₀.

The permittivity of the altered array is

k_U = 3.25E₁/E₀ = 3.25 × 32/29 = 104/29 ≈ 3.586.

The potential is continuous, so it is a legitimate trial potential for the original array. Its energy average is

⟨εE′²⟩ = (1/2)(3.25E₁² + 4E₂²).

Since 3.25E₁ = 4E₂ = k_U E₀, this equals k_U E₀(E₁ + E₂)/2 = k_U E₀². Inequality (1) then gives k ≤ 104/29.

The sheets raise the permittivity because charge can move along them and level out the differences of potential that would otherwise exist in their planes. Without the sheets this trial field would still need such charge in their planes, both on the pore faces and in the solid beside them, so it is not the true field, and the inequality is again strict. With the upper figure rounded upwards,

**3.40 < k < 3.59.**

The two insertions are made separately because each gives one bound. If both are made together, the result depends on which interrupts the other. Unbroken sheets already make the flux vertical, so adding the walls changes nothing and the permittivity is k_U. If instead the walls cut the sheets into separate uncharged pieces, it is k_L.

*How tight is the result?* A uniform trial flux in (2) and a uniform trial field in (1) use the pore volume fraction f = 1/8 alone. They give

1/(0.125/1 + 0.875/4) ≈ 2.909 and 0.125(1) + 0.875(4) = 3.625.

Compared with these, the hand bounds mainly improve the lower figure. Much of that gain does not need the pore shape: for a material with cubic symmetry, the less elementary Hashin–Shtrikman bounds give 3.33 to 3.52 from the same volume fraction. Their lower figure is weaker than k_L, but their upper figure is tighter than k_U. The same two principles, applied to potentials and fluxes computed on a mesh of 64 voxels per cell edge, put k between 3.5059 and 3.5072, apart from the small error of the iterative solution. For this model k is thus about 3.51. The midpoint of the hand bounds, 3.493, is slightly lower. It is not an estimate with any special standing; what is guaranteed is the interval, whose half-width is 2.7 % of the midpoint.

**(d) Other pores**

For a pore edge sa, the tube has area fraction s² and the pore layer has height fraction s. The arguments of (b) and (c) carry over:

k_t = 1/[s/p + (1 − s)/m],
k_L = s²k_t + (1 − s²)m,

k_slab = s²p + (1 − s²)m,
k_U = 1/[s/k_slab + (1 − s)/m].

The energy averages also carry over. For the walls,

⟨D′²/ε⟩ = s²k_t²E₀²/k_t + (1 − s²)m²E₀²/m = k_L E₀².

For the planes, the mean flux k_U E₀ is common to both layers, so

⟨εE′²⟩ = k_U E₀[sE₁ + (1 − s)E₂] = k_U E₀².

Neither proof assumed that p is smaller than m. Positive permittivities are enough.

*Small pores.* Put f = s³. In the tube, 1/k_t = [p + s(m − p)]/(pm), and so

m − k_t = ms(m − p)/[p + s(m − p)],
k_L = m − s²(m − k_t) = m − fm(m − p)/[p + s(m − p)].

For the planes, use m − k_slab = s²(m − p):

1/k_U = 1/m + s(1/k_slab − 1/m) = 1/m + f(m − p)/(m k_slab),
k_U = m/[1 + f(m − p)/k_slab].

To first order in f, as s → 0 with p and m fixed,

k_L ≈ m − f(m − p)m/p,  k_U ≈ m − f(m − p).

Both bounds approach m, as they must. Their predicted reductions, however, still differ by the factor m/p, which is 4 here. For small pores the method thus fixes k well but the change caused by the pores poorly. At the other end, s = 1, both formulas give p, and for p = m both give m.

*Water-filled pores.* Take p = 80, a rough value for bulk water, with s = 1/2 and m = 4:

k_L = 0.25/(0.5/80 + 0.5/4) + 3 ≈ 4.905,
k_slab = 0.25(80) + 3 = 23,
k_U = 1/(0.5/23 + 0.5/4) ≈ 6.815.

A mesh calculation of the same kind, with 32 voxels per cell edge, places this case between 5.636 and 5.685. The bounds are much wider than for air. The contrast is now 20 instead of 4, but it also matters that the pore is the more permittive part: with p = 0.2, which has the same contrast of 20, the formulas give only about 3.10 to 3.46. Even the lower bound exceeds the permittivity of the solid, so in this model filling the pores reverses their purpose.

**(e) The film**

The thickness of 100 nm holds 25 whole cells, and each pore edge is 2 nm. Let the electrodes lie midway between layers of pores. Reflection in such a plane leaves the array unchanged and reverses the applied field, so the potential measured from the plane is odd and the plane is an equipotential. An electrode placed there does not disturb the field, and the periodic k applies without an end correction. For a film wide enough to ignore its rim, the capacitance per area is

C/A = ε₀k/(100 nm),

which lies between 0.301 and 0.318 fF/µm².

The mean field is 10 V/100 nm = 1 MV/cm. To find the mean field E_p in a pore, split the average flux into a solid-like part and a correction inside the pore:

⟨D_z⟩ = mE₀ + f(p − m)E_p = kE₀.

Hence

E_p/E₀ = (m − k)/[f(m − p)] = (4 − k)/0.375.

A larger k means a smaller pore field. The bounds 3.586 and 3.4 give 1.103 and 1.6, so the mean pore field lies between 1.10 and 1.60 MV/cm. The mesh value k ≈ 3.51 gives about 1.3 MV/cm. These are averages over the pore volume; the local field varies and is not bounded by them.

*Neglected effects.* The mean voltage across a 2 nm pore is between 0.22 and 0.32 V. An electron gains far less energy from it than the roughly 12 eV needed to ionize a gas molecule, so an avalanche inside one isolated pore is not expected. For tunnelling through a triangular barrier of height φ in a field F, the exponent is

−4√(2m*)φ^(3/2)/(3ħeF),

where m* is the effective mass and e the elementary charge. With φ = 3 eV, half the free-electron mass and F = 1.6 MV/cm, it is about −160, which makes this current negligible. The estimate is pessimistic: such a barrier is about 19 nm wide, and over several cells the field averages only 1 MV/cm, which makes the exponent about −250. Leakage through traps and the higher fields near pore edges are not covered by that estimate. The electrostatic strain, estimated as ε₀kE₀²/(2Y) with a rough Young modulus Y = 10 GPa, is about 2 × 10⁻⁵. It leaves out the change of permittivity with density, which could more than double the figure, but even then the strain is too small to matter here.

Heating matters more. If the solid's permittivity rises by a rough 0.01 % of its value per kelvin, a rise of 100 K at fixed geometry moves the bounds to 3.43 and 3.63, a shift of about 0.03. (Here and below, lower bounds are rounded down and upper bounds up.) The pore size matters more still. With the cell held at 4 nm, a pore of 1.8 nm gives 3.53 to 3.71, and one of 2.2 nm gives 3.24 to 3.45. A change of 0.2 nm is of atomic size, where a sharp boundary between air and a continuous solid is itself doubtful. It moves each bound by more than the half-width of the original interval.

*Comparison with real films.* The parameters resemble a silica-like interlayer dielectric with nanometre pores, but they are rough. A pore fraction of 12.5 % is modest for a porous low-k film, and 10 V is a stress voltage rather than an ordinary logic supply. Real pores are irregular, disordered and sometimes connected. If the two permittivities and the pore fraction stay the same, the volume-fraction bounds still apply to a periodic cell of any size and content, so disorder can move k no further than the range from 2.90 to 3.63. Absorbed water breaks the assumption of empty pores and can do more: in the model of isolated cubic pores, complete filling with bulk-like water that does not conduct would raise k to between 5.63 and 5.69. A perfectly conducting pore would give about 6.07. Mobile ions approach that limit in a static field only if the Debye screening length is much shorter than the 2 nm pore. In a linear screening model, k stays near 5.66 for pure water and at 1 mM salt, and rises to about 5.75 at 0.1 M (roughly half an ion pair per pore) and about 5.9 at 1 M. Connected pores can give more. Straight water-filled channels along the field, with the same volume fraction, would give 0.125(80) + 0.875(4) = 13.5. Water confined in a 2 nm pore need not have its bulk permittivity, so these figures are illustrations and not predictions. The numerical output lists the main values used here.

Computed values

```
Pore edge / cell edge: 0.50; pore volume fraction: 0.125
Relative permittivity, pore: 1.0; solid: 4.0
Pore tube permittivity (walls): 1.6000
Pore slab permittivity (planes): 3.2500
Lower bound, insulating walls: 3.4000
Upper bound, equipotential planes: 3.5862
Slab field / mean field (planes): 1.1034
Solid-layer field / mean field (planes): 0.8966
Midpoint of bounds: 3.4931
Half-width of bounds: 0.0931
Half-width / midpoint: 2.67 %
Volume-fraction-only bounds: 2.9091 to 3.6250
Numerical bracket, 16 voxels per cell edge: 3.4986 to 3.5104
Numerical bracket, 32 voxels per cell edge: 3.5040 to 3.5080
Numerical bracket, 64 voxels per cell edge: 3.5059 to 3.5072
Cell edge: 4.0 nm; pore edge: 2.0 nm
Film thickness: 100 nm; cells: 25
Voltage: 10.0 V; mean field: 1.00 MV/cm
Capacitance per area: 0.3010 to 0.3175 fF/um2
Mean pore field / mean field: 1.1034 to 1.6000
Mean pore field: 1.103 to 1.600 MV/cm
Mean voltage across pore: 0.221 to 0.320 V
Gas ionization energy (rough input): 12 eV
Pore edge change (rough input): +/-0.2 nm
Bounds, smaller pore (1.8 nm): 3.5347 to 3.7017
Bounds, larger pore (2.2 nm): 3.2466 to 3.4441
Bulk water permittivity (rough input): 80
Bounds, water-filled pore: 4.905 to 6.815
Water-filled numerical bracket: 5.636 to 5.685
Heating: 100 K; solid drift (rough input): 1e-04 per K
Bounds after heating: 3.4308 to 3.6205
Tunnel barrier (rough input): 3.0 eV; mass: 0.5 electron masses
Tunnelling exponent at largest mean pore field: -157
Young modulus (rough input): 10 GPa
Electrostatic strain estimate: 1.6e-05
```
